# Localisation and Hopping Barrier in the Two-Site Adiabatic Polaron Model

Consider one charge carrier and two identical sites between which it cannot move. Each site has a vibrational coordinate, $x_1$ or $x_2$, with stiffness $K$, and the carrier pulls on the coordinate of the site it occupies with a constant force $g>0$. With the carrier on site 1 the energy is

$$
\mathcal E_1=\tfrac12K(x_1^2+x_2^2)-g x_1 .
$$

Setting the derivatives to zero gives $x_1=g/K$ and $x_2=0$, where the energy is $g^2/(2K)-g^2/K=-g^2/(2K)$. This is the relaxation energy of a carrier localised on one site. Now put the carrier on site 2 and hold the coordinates where they are. The term $-gx_1$ is replaced by $-gx_2=0$, and the energy becomes $+g^2/(2K)$. When the coordinates then relax around site 2, it falls to $-g^2/(2K)$. The energy released is the reorganisation energy,

$$
\lambda=\frac{g^2}{2K}-\left(-\frac{g^2}{2K}\right)=\frac{g^2}{K},
$$

which is twice the one-site relaxation energy. Conditions for localisation differ by a factor of two according to which of these energies they are written in; here $\lambda$ is used throughout.

The two coordinates can be reduced to one. Let $s=x_1+x_2$ and $d=x_1-x_2$, so that $x_1^2+x_2^2=(s^2+d^2)/2$, $x_1=(s+d)/2$ and $x_2=(s-d)/2$. The energies with the carrier on site 1 (upper sign) and on site 2 (lower sign) are

$$
\mathcal E_{1,2}=\left(\frac{K s^2}{4}-\frac{g s}{2}\right)+\frac{K d^2}{4}\mp\frac{g d}{2}.
$$

The bracket is the same for both sites, because $s$ responds to the total charge and not to its position. It is smallest at $s=g/K$, where it equals $-g^2/(4K)=-\lambda/4$. Measure the difference coordinate by a dimensionless $u$ defined through $d=(g/K)u$. Then $Kd^2/4=\lambda u^2/4$ and $gd/2=\lambda u/2$. If energies are counted from the relaxed localised state, which lies at $-g^2/(2K)=-\lambda/2$, a constant $\lambda/2$ must be added, and

$$
E_{1,2}(u)=\frac{\lambda}{2}-\frac{\lambda}{4}+\frac{\lambda u^2}{4}\mp\frac{\lambda u}{2}
=\frac{\lambda}{4}(u\mp1)^2 .
$$

These are two equal parabolas with minima at $u=+1$ and $u=-1$. They cross at $u=0$, at the height $\lambda/4$. This is the Marcus activation energy for a transfer between states of equal energy: the lattice must be distorted until neither site is preferred. So far, however, the carrier has no means of using the crossing.

Now allow it to move, with a transfer matrix element $-J$ between the sites. Take $J>0$; a negative $J$ can be made positive by reversing the sign of one of the two site states, so in general $J$ stands for its magnitude. It is assumed not to depend on the coordinates. The coordinates are treated as classical and slow, and the carrier is taken to be in the lower electronic state at each geometry. This is the adiabatic assumption. Since $J$ does not involve $s$, the relaxation of $s$ is unchanged. In the basis of the two site states the energy is the matrix

$$
H(u)=\frac{\lambda}{4}(1+u^2)
\begin{pmatrix}1&0\\0&1\end{pmatrix}
+\begin{pmatrix}-\lambda u/2&-J\\-J&\lambda u/2\end{pmatrix}.
$$

The second matrix has zero trace and determinant $-(\lambda^2u^2/4+J^2)$, so its eigenvalues are $\pm\sqrt{\lambda^2u^2/4+J^2}$. Writing $R(u)=\sqrt{\lambda^2u^2+4J^2}$, which is the gap between the two electronic levels, the lower surface is

$$
E(u)=\frac{\lambda}{4}(1+u^2)-\frac12R(u).
$$

The first term is an elastic cost that favours $u=0$. The second is an electronic gain that grows with $|u|$. Since $R'=\lambda^2u/R$, the slope is

$$
E'(u)=\frac{\lambda u}{2}-\frac{\lambda^2u}{2R}
=\frac{\lambda u}{2}\left[1-\frac{\lambda}{R(u)}\right].
$$

The location of the minima depends on whether the bracket can change sign. The gap $R$ is smallest at $u=0$, where it equals $2J$, and it is larger than $2J$ everywhere else. If $\lambda\le2J$, then $R>\lambda$ for every $u\ne0$, the bracket is positive there, and $E$ rises on both sides of $u=0$. There is one minimum, and at it the two sites are equivalent: the carrier is shared equally. If $\lambda>2J$, the bracket is negative near $u=0$ and changes sign where $R=\lambda$, that is, where $\lambda^2u^2+4J^2=\lambda^2$. The energy therefore falls away from $u=0$ on both sides until it reaches two minima at $u=\pm u_0$, with

$$
u_0=\sqrt{1-\frac{4J^2}{\lambda^2}}\qquad(\lambda>2J).
$$

Localisation thus requires $\lambda>2J$, with a strict inequality. The curvature says the same thing. Because

$$
\frac{d}{du}\frac{u}{R}=\frac1R-\frac{\lambda^2u^2}{R^3}=\frac{R^2-\lambda^2u^2}{R^3}=\frac{4J^2}{R^3},
$$

one has $E''=\lambda/2-2\lambda^2J^2/R^3$, and at the symmetric point, where $R=2J$,

$$
E''(0)=\frac{\lambda}{2}-\frac{\lambda^2}{4J}=-\frac{\lambda}{4J}(\lambda-2J).
$$

This is negative precisely when $\lambda>2J$. In the borderline case $\lambda=2J$ the curvature vanishes, and $E=J(1+u^2)/2-J\sqrt{1+u^2}=-J/2+Ju^4/8+\dots$, so the symmetric point is still a minimum, but a quartic one.

To see what the minima mean for the charge, let $n_1$ and $n_2$ be the site occupations, with $n_1+n_2=1$. Write the diagonal elements of the second matrix as $h$ and $-h$, with $h=-\lambda u/2$. The derivative of the lower eigenvalue $-\sqrt{h^2+J^2}$ with respect to $h$ is the expectation value of the operator that $h$ multiplies, which is $n_1-n_2$; the change of the normalised eigenvector does not contribute to first order. Hence

$$
n_1-n_2=-\frac{h}{\sqrt{h^2+J^2}}=\frac{\lambda u}{R(u)} .
$$

The slope can now be written as $E'=(\lambda/2)\,[u-(n_1-n_2)]$. At a stationary point the distortion equals the charge imbalance that sustains it. At the minima, where $R=\lambda$, this gives $n_1-n_2=\pm u_0$. The carrier is therefore localised in the sense that one site holds more of it than the other. It sits entirely on one site only in the limit $J/\lambda\to0$, and just above the threshold the imbalance is small.

The barrier follows from the energies at $u_0$ and at $0$. At the minimum, $R=\lambda$ and $u_0^2=1-4J^2/\lambda^2$, so

$$
E(u_0)=\frac{\lambda}{4}\left(2-\frac{4J^2}{\lambda^2}\right)-\frac{\lambda}{2}=-\frac{J^2}{\lambda}.
$$

At the symmetric point $R=2J$, so $E(0)=\lambda/4-J$. The difference is

$$
\Delta=E(0)-E(u_0)=\frac{\lambda}{4}-J+\frac{J^2}{\lambda}
=\frac{\lambda^2-4\lambda J+4J^2}{4\lambda}
=\frac{(\lambda-2J)^2}{4\lambda}\qquad(\lambda>2J).
$$

This is also the barrier in the full space of $x_1$ and $x_2$. A continuous path from one well to the other must pass through $u=0$, and there its energy cannot be below $E(0)$, because $s$ has already been chosen to minimise the energy. The path that keeps $s$ relaxed goes no higher than $E(0)$. For $\lambda<2J$ the expression $(\lambda-2J)^2/(4\lambda)$ is again positive, but it is then not a barrier, since the minima at $\pm u_0$ no longer exist.

The three terms of $\Delta$ have separate origins. The first, $\lambda/4$, is the height at which the parabolas cross. The second, $-J$, arises because the two site states are degenerate at the crossing and the coupling splits them by $2J$, lowering the pass by $J$. The third, $+J^2/\lambda$, arises because the minima are lowered too, though only in second order, since there the two states are separated by the gap $\lambda$. Relative to the Marcus value,

$$
\frac{\Delta}{\lambda/4}=\left(1-\frac{2J}{\lambda}\right)^2\longrightarrow1
\qquad\text{as}\qquad \frac{J}{\lambda}\to0 .
$$

The approach is linear in $J$, so even a modest coupling lowers the barrier noticeably.

Take the round values $\lambda=0.60$ eV and $J=0.10$ eV. The threshold $2J=0.20$ eV is exceeded, and the carrier localises. The displacement is $u_0=\sqrt{1-4(0.10)^2/(0.60)^2}=\sqrt{0.8889}=0.943$, so the occupations are $(1\pm0.943)/2$, or 0.971 and 0.029. The minimum lies at $-(0.10)^2/0.60=-0.0167$ eV and the top at $0.15-0.10=0.050$ eV. The barrier is

$$
\Delta=\frac{(0.60-0.20)^2}{4\times0.60}\ \text{eV}=0.0667\ \text{eV},
$$

or 6.43 kJ/mol. The Marcus value $\lambda/4=0.150$ eV is more than twice as large, although the carrier is 97% on one site. Strong localisation of the charge does not by itself justify using $\lambda/4$, because the imbalance differs from one in second order in $J/\lambda$ and the barrier differs from $\lambda/4$ in first order. At 300 K, where $k_BT=0.0259$ eV, the Boltzmann factors are $\exp(-\Delta/k_BT)=0.076$ and $\exp[-\lambda/(4k_BT)]=0.0030$, a ratio of 25.

With $\lambda$ fixed at 0.60 eV, numerical minimisation of the original energy in $x_1$ and $x_2$ gives the following values on both sides of the threshold, which lies at $J=0.30$ eV.

| $J$ (eV) | $u_0$ | barrier (eV) |
|---|---|---|
| 0.001 | 1.000 | 0.1490 |
| 0.010 | 0.999 | 0.1402 |
| 0.050 | 0.986 | 0.1042 |
| 0.100 | 0.943 | 0.0667 |
| 0.200 | 0.745 | 0.0167 |
| 0.280 | 0.359 | 0.0007 |
| 0.350 | 0 | 0 |

At $J=0.28$ eV there are still two minima, but the barrier is far below $k_BT$ at 300 K, and thermal motion passes over it freely. The condition $\lambda>2J$ decides whether the surface has two wells. Hopping between well-defined localised states needs more: at the least, $\Delta\gg k_BT$.

Quantum motion of the coordinates sets another limit. The model is unchanged when the sites are exchanged together with their coordinates. A nondegenerate eigenstate of the full quantum problem is therefore even or odd under this exchange and has equal occupations on the two sites, whatever the value of $\lambda/J$. The localised states found here are broken-symmetry minima of the adiabatic surface. They can describe the carrier if the barrier is well above the zero-point energy in a well, and then only over times short compared with the time it takes to pass from one well to the other. Near zero temperature this is the time for tunnelling between the wells; at higher temperature thermal hopping over the barrier can be much faster and then sets the limit.

The relation to Marcus theory has a second part, which concerns the rate. As $J\to0$ the adiabatic barrier tends to $\lambda/4$, but in the same limit the adiabatic assumption itself fails. The gap $2J$ at the crossing closes, and a moving lattice usually passes through without the carrier changing site. The rate must then be found from the hop probability of a single passage. Since $E_2-E_1=\lambda u$, a passage with speed $|\dot u|$ sweeps the energy difference at the rate $\alpha=\lambda|\dot u|$. Let the carrier start on site 1, and let $c_2$ be its amplitude on site 2, with the phases due to $E_1$ and $E_2$ removed. To first order in $J$,

$$
i\hbar\,\dot c_2=-J\,e^{\pm i\alpha t^2/(2\hbar)},
\qquad
c_2(\infty)=\frac{iJ}{\hbar}\int_{-\infty}^{\infty}e^{\pm i\alpha t^2/(2\hbar)}\,dt ,
$$

where the sign depends on the direction of passage, and the exponent is the time integral of $\pm\alpha t/\hbar$. The integral is the Gaussian integral $\int e^{-bt^2}dt=\sqrt{\pi/b}$ continued to $b=\mp i\alpha/(2\hbar)$, and its squared magnitude is $2\pi\hbar/\alpha$. The hop probability is therefore

$$
P=\frac{J^2}{\hbar^2}\,\frac{2\pi\hbar}{\alpha}=\frac{2\pi J^2}{\hbar\lambda|\dot u|}\qquad(P\ll1).
$$

In thermal equilibrium within the well of site 1, $u$ is distributed as $\exp[-\lambda(u-1)^2/(4k_BT)]$, whose integral is $\sqrt{4\pi k_BT/\lambda}$. The probability density at the crossing is

$$
p(0)=\sqrt{\frac{\lambda}{4\pi k_BT}}\;e^{-\lambda/(4k_BT)} .
$$

If $f(v)$ is the normalised distribution of the velocity $v=\dot u$, crossings with velocity between $v$ and $v+dv$ occur at the rate $p(0)|v|f(v)\,dv$. Treat successive crossings as independent, which assumes that the phase between the site states is lost from one to the next, or that its effect averages out over the thermal motion. Multiplying by $P$ and integrating, the speed cancels:

$$
k=\int p(0)\,|v|\,f(v)\,\frac{2\pi J^2}{\hbar\lambda|v|}\,dv
=\frac{2\pi J^2}{\hbar\lambda}\,p(0)
=\frac{2\pi J^2}{\hbar}\,\frac{1}{\sqrt{4\pi\lambda k_BT}}\;e^{-\lambda/(4k_BT)} .
$$

This is the Marcus rate for zero driving force. Its exponent contains the limiting value of $\Delta$, and its prefactor is proportional to $J^2$, a factor that the adiabatic surface alone cannot supply. Very slow passages, for which $P$ is not small, contribute little as long as $P\ll1$ at the typical thermal speed.

To find that speed, let the coordinate vibrate with angular frequency $\omega$. The potential $\lambda u^2/4$ has stiffness $\lambda/2$, so the effective mass of $u$ is $\lambda/(2\omega^2)$. Equipartition, $\lambda\langle\dot u^2\rangle/(2\omega^2)=k_BT$, gives a root-mean-square speed $\omega\sqrt{2k_BT/\lambda}$, and at this speed

$$
P=\frac{2\pi J^2}{\hbar\omega\sqrt{2\lambda k_BT}} .
$$

Take $\hbar\omega=5$ meV, well below $k_BT$ as the classical treatment requires. For $J=1$ meV this gives $P=0.007$, so the coupling is weak, and the Marcus formula gives $k=6.5\times10^7\ \text{s}^{-1}$. At this speed the lattice turns back soon after passing $u=0$, so the two crossings of one excursion overlap in time and interfere. $P$ then measures the strength of the coupling rather than the outcome of a separate passage. The Marcus rate nevertheless survives, but not by an average over crossing speeds alone: excursions that cross $u=0$ fall short of it, and the shortfall is made up by excursions that turn back just before the crossing, where the carrier can still hop. A golden-rule sum over the quantum states of the displaced oscillators, with the zero-energy line spread uniformly over one vibrational quantum (its weight divided by $\hbar\omega$), gives a rate higher by 0.5% relative to the Marcus value, and about a sixth of that sum comes from levels below the crossing energy $\lambda/4$.

For $J=0.10$ eV the same formula gives 71, which is not a probability and shows that first-order theory has failed. The opposite description then holds. The electronic states change character while the energy difference sweeps through a range of order $2J$, which takes a time of order $2J/\alpha$. The carrier can follow if this is long compared with $\hbar/(2J)$, that is, if $4J^2/(\hbar\alpha)=2P/\pi\gg1$, with $P$ now just the value of the formula. Here the ratio is about 45, so at typical speeds the carrier stays on the lower surface, and the activation energy is $\Delta=0.067$ eV instead of $\lambda/4=0.150$ eV. The numerical check checks the threshold, the barrier and the weak-coupling rate numerically.

## Calculated quantities

```
reorganisation energy lambda      0.600 eV
lambda from vertical transfer     0.600000 eV
transfer integral J               0.100 eV
threshold 2J                      0.200 eV
displacement u0 at minimum        0.9428 (no unit)
occupation of site 1              0.9714 (no unit)
occupation of site 2              0.0286 (no unit)
vertical gap at minimum           0.6000 eV
energy of minimum                 -0.01667 eV
energy of barrier top             0.05000 eV
barrier, numerical                0.06667 eV
barrier, formula                  0.06667 eV
barrier, converted                6.432 kJ/mol
Marcus barrier lambda/4           0.15000 eV
second-order term J^2/lambda      0.01667 eV
small-J slope of barrier          -0.9990 (no unit)
J (eV), u0 (no unit), numerical barrier (eV):
  0.001  1.0000  0.149002
  0.010  0.9994  0.140167
  0.050  0.9860  0.104167
  0.100  0.9428  0.066667
  0.200  0.7454  0.016667
  0.280  0.3590  0.000667
  0.350  0.0000  0.000000
temperature                       300.0 K
thermal energy kT                 0.025852 eV
Boltzmann factor, adiabatic       7.5866e-02
Boltzmann factor, lambda/4        3.0207e-03
ratio of Boltzmann factors        25.12 (no unit)
vibrational quantum               0.0050 eV
weak coupling for Marcus rate     0.0010 eV
first-order P, weak coupling      0.00713
first-order P, J = 0.10 eV        71.35 (invalid)
Marcus rate, weak coupling        6.5313e+07 1/s
quantum golden-rule rate          6.5666e+07 1/s
golden-rule / Marcus rate         1.00541
sweep test: P numerical           0.005566 (no unit)
sweep test: P first order         0.005655 (no unit)
```
